# Why matched acoustic impedances can still give a poor thermal contact

## Question

I am modelling heat flow across a contact between a light, stiff solid and a heavy, soft one. As a first step I replaced each solid by a chain of atoms with nearest-neighbour springs. The first chain has atomic mass $m$ and spring constant $4K$; the second has mass $4m$ and spring constant $K$.

The acoustic impedance of a chain is $\sqrt{\text{spring}\times\text{mass}}$, so the two values are

$$\sqrt{4K\cdot m}=2\sqrt{Km},\qquad \sqrt{K\cdot 4m}=2\sqrt{Km}.$$

They are equal, and a sound wave should cross without reflection. May I conclude that the thermal conductance at room temperature is nearly that of the first chain without any contact? And would a second chain with a different impedance necessarily be a worse choice?

## Answer

The impedance calculation is right, but it describes long waves. Heat at room temperature is also carried by much shorter waves, so we need the transmission at every thermally excited frequency.

I assume harmonic springs, one longitudinal branch, and two reservoirs with a small temperature difference. Waves vary in time as $e^{-i\omega t}$, and $q$ is the phase advance per atom.

### What each chain can carry

For a chain with mass $M$ and spring $k$, Newton's equation is

$$-M\omega^2u_n=k(u_{n+1}+u_{n-1}-2u_n).$$

Inserting $u_n=Ae^{iqn}$ gives

$$M\omega^2=2k(1-\cos q)=4k\sin^2(q/2),$$

and therefore

$$\omega=\omega_c\sin(q/2),\qquad \omega_c=2\sqrt{k/M}.$$

No travelling wave exists above the cutoff $\omega_c$. For your chains,

$$\omega_{\rm hard}=2\sqrt{4K/m}=4\sqrt{K/m},\qquad
\omega_{\rm soft}=2\sqrt{K/4m}=\sqrt{K/m}.$$

The impedances agree, but the cutoffs differ by a factor of four.

The impedance itself also depends on frequency. Atom $n$ exerts the force $F=-k(u_{n+1}-u_n)=-k(1-e^{-iq})u_{n+1}$ on atom $n+1$, whose velocity is $-i\omega u_{n+1}$. The mean power transferred is half the real part of force times conjugate velocity:

$$P=\tfrac12{\rm Re}\left[-i\omega k(1-\cos q+i\sin q)\right]|A|^2
=\tfrac12\omega k\sin q\,|A|^2.$$

Writing this as $P=\frac12Z\omega^2|A|^2$ defines $Z=k\sin q/\omega$. With $\sin q=2\sin(q/2)\cos(q/2)$ and the dispersion relation,

$$Z(\omega)=\sqrt{kM}\cos(q/2)=\sqrt{kM}\sqrt{1-\omega^2/\omega_c^2}.$$

Your value is the limit $\omega\to0$. As $\omega$ rises, $Z$ of the soft chain falls sooner, and it reaches zero at the soft cutoff.

### Transmission through the junction

Take a junction made of one shared atom, number 0, with the average mass $(M_1+M_2)/2$. Each chain keeps its own spring up to this atom. For a wave arriving from chain 1,

$$u_n=e^{iq_1n}+re^{-iq_1n}\quad(n\le0),\qquad u_n=te^{iq_2n}\quad(n\ge0).$$

Both expressions must give the same $u_0$, so $1+r=t$. The equation of motion of the shared atom is

$$-\frac{M_1+M_2}{2}\omega^2u_0=k_1(u_{-1}-u_0)+k_2(u_1-u_0).$$

The dispersion relation gives $k(1-\cos q)=M\omega^2/2$, and the definition of $Z$ gives $k\sin q=\omega Z$. Hence

$$k(e^{\pm iq}-1)=-\frac{M\omega^2}{2}\pm i\omega Z.$$

The two forces become

$$k_1(u_{-1}-u_0)=-\frac{M_1\omega^2}{2}(1+r)-i\omega Z_1(1-r),$$

$$k_2(u_1-u_0)=-\frac{M_2\omega^2}{2}t+i\omega Z_2t.$$

Because $u_0=1+r=t$, the terms containing the masses cancel against the left side. What remains is

$$Z_1(1-r)=Z_2t.$$

Substituting $r=t-1$ gives $t=2Z_1/(Z_1+Z_2)$. The transmitted fraction of the power is the ratio of the two energy fluxes:

$$\mathcal T=\frac{Z_2|t|^2}{Z_1}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.$$

This is the familiar acoustic formula, but with frequency-dependent impedances. For your pair, let $x=\omega/\omega_{\rm soft}$. Then $Z_1\propto\sqrt{1-x^2/16}$ and $Z_2\propto\sqrt{1-x^2}$ with the same prefactor. At small $x$ their difference, divided by that prefactor, is $\frac12x^2(1-\frac1{16})=\frac{15}{32}x^2$, while their sum is 2 to lowest order. Thus

$$1-\mathcal T=\left(\frac{Z_1-Z_2}{Z_1+Z_2}\right)^2
\simeq\left(\frac{15}{64}\right)^2x^4.$$

The loss starts very gently: $\mathcal T=0.995$ at $x=0.5$ and still $0.91$ at $x=0.85$.

Above $x=1$ the situation changes completely. The soft chain then has $q_2=\pi+i\kappa$ with $\kappa>0$: its displacement alternates in sign and decays into the chain. Now $Z_2=k_2\sin q_2/\omega$ is imaginary, so the reflection amplitude $r=(Z_1-Z_2)/(Z_1+Z_2)$ has magnitude one. All the energy returns, although the long-wave impedances match.

### From transmission to thermal conductance

A travelling mode carries energy $\hbar\omega$ per quantum at group velocity $d\omega/dq$, in units of atoms per time. The velocity cancels the density of modes, since $(dq/2\pi)(d\omega/dq)=d\omega/2\pi$. If $n$ is the Bose occupation, the net heat current per unit temperature difference is

$$G=\int\frac{d\omega}{2\pi}\,\hbar\omega\,\mathcal T\,\frac{\partial n}{\partial T}
=\frac{k_B}{2\pi}\int d\omega\,\mathcal T(\omega)w(y),$$

$$w(y)=\frac{y^2e^y}{(e^y-1)^2},\qquad y=\frac{\hbar\omega}{k_BT}.$$

**Warm limit.** When $k_BT$ is large compared with all the phonon energies, $w\to1$. A uniform chain has $\mathcal T=1$ and $G=k_B\omega_c/2\pi$, so it is the cutoff that sets its conductance. Your junction has a mean transmission of $0.952$ below the soft cutoff, which gives

$$\frac{G_{\rm matched}}{G_{\rm hard}}=\frac{0.952}{4}=0.238.$$

A better junction cannot help much. Harmonic motion conserves frequency, and energy conservation requires $\mathcal T\le1$. Thus every harmonic junction between these leads obeys $G\le G_{\rm soft}$, which is $G_{\rm hard}/4$ in the warm limit.

The factor four is not special. Replace $(M,k)$ by $(sM,k/s)$ with $s>1$. The product $kM$ is unchanged, but the cutoff falls by a factor $s$. The classical conductance is then at most $1/s$ of the original chain's value. At fixed, equal long-wave impedances it can be made as small as one likes.

**Cold limit.** Here your expectation is correct. Only frequencies up to several times $k_BT/\hbar$ contribute appreciably, and there $\mathcal T\to1$. Changing variables from $\omega$ to $y$,

$$G\to\frac{k_B^2T}{2\pi\hbar}\int_0^\infty w(y)\,dy.$$

Since $w=-y^2\,d[(e^y-1)^{-1}]/dy$, integration by parts turns the integral into $2\int_0^\infty y\,dy/(e^y-1)=2\cdot\pi^2/6$. With $h=2\pi\hbar$,

$$G\to\frac{\pi^2k_B^2T}{3h}.$$

This is the quantum of thermal conductance for one branch. It contains neither mass nor spring constant.

### A mismatched partner that conducts better

Keep the hard chain and the same type of junction, but replace the second chain by one with mass $2m$ and spring $8K$. Its long-wave impedance is $\sqrt{16Km}=4\sqrt{Km}$, twice that of the hard chain. Its cutoff is $2\sqrt{8K/2m}=4\sqrt{K/m}$, equal to that of the hard chain.

The square-root factors in $Z_1$ and $Z_2$ are now identical, so the impedance ratio stays at two throughout the band:

$$\mathcal T=\frac{4\cdot2\cdot4}{(2+4)^2}=\frac89.$$

Because this factor comes out of the integral, $G=(8/9)G_{\rm hard}$ at every temperature. The mismatch costs one ninth of the conductance. In the warm limit, your matched pair loses about three quarters.

### Numbers in engineering units

Take $m=28$ u $=4.65\times10^{-26}$ kg, $K=16$ N/m, and one chain per $0.1$ nm². Then $\sqrt{K/m}=1.855\times10^{13}$ s⁻¹, and the cutoffs are

$$\nu_{\rm hard}=\frac{4\times1.855\times10^{13}}{2\pi}\ {\rm s^{-1}}=11.8\ {\rm THz},
\qquad \nu_{\rm soft}=2.95\ {\rm THz}.$$

At 300 K the integral gives $38.6$ pW/K for one matched pair. Per area this is

$$\frac{38.6\times10^{-12}\ {\rm W/K}}{0.1\times10^{-18}\ {\rm m^2}}
=386\ {\rm MW/(m^2K)}.$$

On the same basis, in MW/(m² K), the uniform soft chain has 405, the uniform hard chain 1485, and the mismatched pair 1320. The matched junction therefore reaches 95% of what the soft chain can carry, but 26% of the hard chain's value. This exceeds the classical 23.8% because $w$ decreases with frequency, which reduces the weight of the upper part of the hard spectrum.

The ratio $G_{\rm matched}/G_{\rm hard}$ is 1.00 at 5 K, 0.975 at 20 K, 0.68 at 50 K and 0.41 at 100 K. The matched and mismatched pairs conduct equally well at about 30 K. Below that temperature the matched pair is better; above it, the mismatched pair is.

### Is this resistance really at the contact?

One could object that the soft chain has a low ballistic conductance even without a contact. To separate the two effects, give each lead the mean temperature of its incoming and outgoing energy fluxes.

In lead 1, waves arrive from a reservoir at $T_1$. Let $T_1'$ be the temperature at which a ballistic flux would carry the energy that returns. The heat current is $J=G_1(T_1-T_1')$, so the mean temperature is $T_1-J/2G_1$. The same argument in lead 2 gives $T_2+J/2G_2$. Here $G_1$ and $G_2$ are the conductances of the uniform leads. Since $T_1-T_2=J/G$, the remaining temperature drop divided by $J$ is

$$R_{\rm ex}=\frac1G-\frac1{2G_1}-\frac1{2G_2}.$$

At 300 K this excess resistance is $1.02$ m² K/GW for the matched pair and $0.084$ m² K/GW for the mismatched one. With this flux-weighted definition of the lead temperatures, the contact resistance is thus about twelve times larger for the pair with equal impedances. The factor depends on the definition: weighting by local energy density leaves the mismatched value unchanged, since its $\mathcal T$ is constant, and raises the matched one. Even perfect transmission below the soft cutoff would leave $4-\frac12-2=\frac32$, in units of $1/G_{\rm hard}$, in the warm limit. It arises because three quarters of the hard chain's frequency range is reflected.

### How far this carries over to a real contact

The parameters are in the rough regime of silicon against a soft, heavy semiconductor such as lead telluride, whose spectra end at very roughly 15 THz and 3 to 4 THz. Equal impedance is imposed by the model; I do not claim it for that pair. Measured room-temperature conductances of solid contacts are very roughly tens to hundreds of MW/(m² K). The chain value of 386 lies in the upper part of that range, but this agreement is not evidence for the model, because the neglected effects are large.

**Lateral motion.** Consider two simple cubic lattices with one displacement component, equal lattice spacing, and lateral springs equal to the longitudinal ones. The shared plane of atoms has the average mass and the average lateral springs. A flat contact conserves the lateral phases $q_x,q_y$. For each pair of phases, the lateral springs add $k\Lambda$ to the restoring force per displacement, with $\Lambda$ given below, so $M\omega^2$ is replaced by $M\omega^2-k\Lambda$ in the junction derivation. The averaged terms cancel as before, and the transmission formula holds with $Z=k\sin q/\omega$, where $q$ is the phase advance normal to the contact. With $\Lambda=4-2\cos q_x-2\cos q_y$, each solid has travelling waves for

$$\frac kM\Lambda\le\omega^2\le\frac kM(\Lambda+4).$$

Here $k/M$ is $4K/m$ on the hard side and $K/4m$ on the soft side. The bands overlap if $4\Lambda<(\Lambda+4)/4$, or $\Lambda<4/15$, whereas $\Lambda$ extends to 8. Most lateral wavevectors therefore contribute nothing. At 300 K the matched conductance falls to 2.6 MW/(m² K), about 0.5% of the 501 for the uniform hard lattice. The value depends on the shared plane: it is 1.9 if that plane takes the mass and lateral springs of either solid.

This is below the measured range quoted above, and would remain so if it were tripled to count three independent displacement components. Roughness and inelastic scattering may open further channels, but this calculation does not include them. The $8/9$ result survives, since its two lattices have the same $k/M$ and hence the same bands at each $\Lambda$.

Even for long waves, the match now holds only at normal incidence. The effective impedance is $\sqrt{kM}\cos\theta$, where $\theta$ is the angle from the normal. Equal lateral wavevectors and a sound-speed ratio of four require $\sin\theta_{\rm hard}=4\sin\theta_{\rm soft}$, so the cosines differ at oblique incidence. At 10 K the matched lattice conducts 92% as well as the uniform hard one.

**Bonding.** Now let the end atoms, of masses $m$ and $4m$, touch through a single spring. A spring of 25.6 N/m leaves the chain conductance at 386 MW/(m² K), but one of 3.2 N/m lowers it to 117. Long-wave impedances contain no information about this bond.

**Anharmonicity.** The thermal stretch of a soft bond is $\sqrt{k_BT/K}=0.016$ nm at 300 K. For a Morse bond $D(1-e^{-\alpha s})^2$, the curvature at the minimum is $K=2D\alpha^2$ and the third derivative is $-6D\alpha^3=-3\alpha K$. To first order, the root-mean-square relative change of stiffness is therefore $3\alpha\sqrt{k_BT/K}=3\sqrt{k_BT/2D}$. With $D=1$ eV this is 0.34, which is not small. The change fluctuates in sign, however, so this number does not give the size of the correction to the conductance.

Anharmonic forces also let one hard-chain phonon become two soft-chain phonons, up to twice the soft cutoff. If every hard-chain phonon up to that frequency crossed, the conductance would be 796 MW/(m² K), or 54% of the hard-chain value. This figure counts only what the hard chain delivers, and it cannot be reached between these leads. It is about twice the 405 that the uniform soft chain carries, and it would make $R_{\rm ex}$ negative, about $-0.31$ m² K/GW. A passive contact between harmonic leads has $R_{\rm ex}\ge0$, since the outgoing fluxes cannot carry less entropy than the incoming ones. This limits $G$ to $2G_1G_2/(G_1+G_2)\approx640$ MW/(m² K) for any scattering process at the contact. How far anharmonicity actually moves the conductance, and in which direction, is not computed here.

So you may not draw your conclusion at room temperature, and a partner with a different impedance need not be worse. When choosing an interlayer or contact material, compare the overlap of the spectra over all frequencies that carry heat at the working temperature, at equal lateral wavevector if the contact is flat, as well as the impedances. This matters well before phonons at the softer solid's cutoff are strongly populated: at 50 K their mean occupation in the soft chain is only about 0.06, yet the matched pair already conducts about a third less than the hard chain. The numerical output below gives the values in more detail.

## Values computed for the example and the checks

```
mass m: 28 u; spring K: 16 N/m
area per chain: 0.1 nm^2; temperature: 300 K
long-wave impedance, hard: 2.000 sqrt(Km)
long-wave impedance, soft: 2.000 sqrt(Km)
long-wave impedance, third chain: 4.000 sqrt(Km)
cutoff, hard: 11.81 THz
cutoff, soft: 2.95 THz
cutoff, third chain: 11.81 THz
transmission at 0.10 soft cutoff: formula 1.0000, Green 1.0000
transmission at 0.30 soft cutoff: formula 0.9995, Green 0.9995
transmission at 0.50 soft cutoff: formula 0.9954, Green 0.9954
transmission at 0.70 soft cutoff: formula 0.9747, Green 0.9747
transmission at 0.85 soft cutoff: formula 0.9103, Green 0.9103
transmission at 0.95 soft cutoff: formula 0.7363, Green 0.7363
low-frequency loss coefficient of x^4: 0.05493
packet at 0.8 soft cutoff: 0.9415; formula 0.9422
packet at 2.0 soft cutoff, transmitted: 8.7e-15
random junctions, largest transmission in band: 1.0000
random junctions, largest above soft cutoff: 2.3e-05
mean transmission below soft cutoff: 0.9522
classical G matched / G hard: 0.2380
direct/Landauer classical heat flow: 0.9918
G at 300 K, matched pair: 38.59 pW/K = 385.9 MW/(m^2 K)
G at 300 K, soft chain: 40.51 pW/K = 405.1 MW/(m^2 K)
G at 300 K, hard chain: 148.46 pW/K = 1484.6 MW/(m^2 K)
G at 300 K, mismatched pair: 131.96 pW/K = 1319.6 MW/(m^2 K)
excess resistance, matched: 1.020 m^2 K/GW
excess resistance, mismatched: 0.084 m^2 K/GW
G matched / G hard at 5 K: 1.0000
G matched / G hard at 20 K: 0.9750
G matched / G hard at 50 K: 0.6828
G matched / G hard at 100 K: 0.4097
G matched / G hard at 300 K: 0.2600
G mismatched / G hard at 300 K: 0.8889
matched G / conductance quantum at 2 K: 1.00000
matched and mismatched pairs equal at: 30.1 K
cubic lattice G at 300 K, matched: 2.55 MW/(m^2 K)
cubic lattice G at 300 K, hard: 501.1 MW/(m^2 K)
cubic lattice matched/hard at 300 K: 0.0051
cubic lattice matched/hard at 10 K: 0.922
direct contact spring 25.6 N/m, G at 300 K: 385.7 MW/(m^2 K)
direct contact spring 3.2 N/m, G at 300 K: 117.3 MW/(m^2 K)
rms thermal stretch of soft bond: 0.0161 nm
Morse depth: 1.0 eV; rms relative stiffness change: 0.341
crude two-phonon ceiling at 300 K: 795.6 MW/(m^2 K)
crude two-phonon ceiling / G hard: 0.536
```
